# Electron mass shift in the spinless Pauli-Fierz model, with and without recoil

## Question

I am working on an exercise about a free, spinless electron coupled to the quantized radiation field,

$$H=\frac{\big(\mathbf p-e\mathbf A(\mathbf r)\big)^2}{2m}+H_f ,$$

where only photons with energy $\hbar ck\le\Lambda$ are kept. I am asked to show that the field raises the mass by $\delta m=4\alpha\Lambda/(3\pi c^2)$ in the dipole approximation, and by $\delta m=(8\alpha/3\pi)\,m\ln(1+\Lambda/2mc^2)$ once recoil is kept.

I know that I need second-order perturbation theory, but I am stuck on several points. How do I read a mass off an energy shift? What happens to the $A^2$ term? When I restore $e^{i\mathbf k\cdot\mathbf r}$, the electron momentum changes to $\mathbf P-\hbar\mathbf k$. Does this change the matrix element, the energy denominator, or both? And are the two formulas equally reliable?

## Answer

Recoil changes only the energy denominator at the order you need. The matrix element survives unchanged because the photons are transverse. The two formulas are not on the same footing, though: the dipole one holds to all orders in $\alpha$ within the dipole model, while the recoil one is a first-order result.

### What "mass" means here

A free particle has energy $P^2/2m$, so its inverse mass is the curvature of energy against momentum. With the field present, let $E(P)$ be the energy, at fixed conserved momentum $\mathbf P$, of the state that starts from the photon vacuum. Define

$$\frac1{m_{\rm eff}}=\frac{d^2E}{dP^2}\bigg|_{P=0},\qquad \delta m=m_{\rm eff}-m .$$

Here $m$ is the bare mass, the parameter in $H$. A shift of $E$ that does not depend on $P$ leaves the mass alone.

If the field changes the energy by $\Delta E=-\eta\,P^2/2m$ with small $\eta$, then $1/m_{\rm eff}=(1-\eta)/m$. To first order this gives $m_{\rm eff}=m(1+\eta)$, so $\delta m=\eta m$. A negative energy shift proportional to $P^2$ is therefore a positive mass shift.

### The Hamiltonian at fixed momentum

In a box of volume $V$, with $\omega=ck$ and real polarization vectors,

$$\mathbf A(\mathbf r)=\sum_{\mathbf k,\lambda}\boldsymbol\epsilon\,\sqrt{\frac{\hbar}{2\varepsilon_0\omega V}}\left(a\,e^{i\mathbf k\cdot\mathbf r}+a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right),\qquad \mathbf k\cdot\boldsymbol\epsilon=0 .$$

The indices on $a$ and $\boldsymbol\epsilon$ are suppressed. I measure the field energy from the vacuum, $H_f=\sum\hbar\omega\,a^\dagger a$, and write $\mathbf P_f=\sum\hbar\mathbf k\,a^\dagger a$ for the field momentum.

The total momentum $\mathbf p+\mathbf P_f$ commutes with $H$. To use this, transform with $U=e^{i\mathbf r\cdot\mathbf P_f/\hbar}$. It has two effects:

- $UaU^{-1}=a\,e^{-i\mathbf k\cdot\mathbf r}$, so the phases in the field cancel and $\mathbf A(\mathbf r)$ becomes $\mathbf A(0)$.
- $U\mathbf pU^{-1}=\mathbf p-\mathbf P_f$, so the total momentum $\mathbf p+\mathbf P_f$ becomes simply $\mathbf p$.

After the transformation $\mathbf p$ is conserved and can be replaced by its eigenvalue $\mathbf P$:

$$H(\mathbf P)=\frac{\big(\mathbf P-\mathbf P_f-e\mathbf A(0)\big)^2}{2m}+H_f .$$

This is still the full model. The term $\mathbf P_f$ in the bracket is the recoil.

The dipole approximation instead replaces $\mathbf A(\mathbf r)$ by $\mathbf A(0)$ in the original $H$. Then $\mathbf p$ itself is conserved, and

$$H_{\rm dip}(\mathbf P)=\frac{\big(\mathbf P-e\mathbf A(0)\big)^2}{2m}+H_f .$$

A free electron is spread over all space, so this step cannot be justified by saying that $\mathbf k\cdot\mathbf r$ is small. The factor $e^{i\mathbf k\cdot\mathbf r}$ shifts the electron momentum by $\hbar\mathbf k$. Dropping it means neglecting that momentum transfer, which is sensible when the resulting change of kinetic energy is small compared with $\hbar ck$.

### The terms of order $e^2$

Expand the square in $H(\mathbf P)$. Because $[\mathbf P_f,\mathbf A(0)]$, contracted as a scalar product, contains only factors $\mathbf k\cdot\boldsymbol\epsilon=0$, the order of $\mathbf P_f$ and $\mathbf A$ does not matter:

$$H(\mathbf P)=\frac{(\mathbf P-\mathbf P_f)^2}{2m}+H_f-\frac em\,\mathbf A\cdot(\mathbf P-\mathbf P_f)+\frac{e^2\mathbf A^2}{2m}.$$

**The $A^2$ term.** It is already of order $e^2$, so its vacuum mean suffices. There are two polarizations, and $\sum_{\mathbf k}\to V\int d^3k/(2\pi)^3$. With $K=\Lambda/\hbar c$,

$$\frac{e^2}{2m}\langle\mathbf A^2\rangle
=\frac{e^2}{2m}\cdot2\int_0^K\frac{4\pi k^2dk}{(2\pi)^3}\,\frac{\hbar}{2\varepsilon_0ck}
=\frac{e^2\hbar K^2}{8\pi^2\varepsilon_0mc}
=\frac{\alpha\Lambda^2}{2\pi mc^2}.$$

The last step uses $e^2=4\pi\varepsilon_0\hbar c\,\alpha$. There is no $P$ in the result, so this term shifts the energy but not the mass. It is the same in both models.

**The linear term.** Its vacuum mean is zero, so it enters in second order. Acting on the vacuum, $\mathbf P_f$ gives zero, and the amplitude for creating one photon is

$$M=-\frac em\sqrt{\frac{\hbar}{2\varepsilon_0\omega V}}\;\boldsymbol\epsilon\cdot\mathbf P .$$

You could also use the momentum after emission, since $\boldsymbol\epsilon\cdot(\mathbf P-\hbar\mathbf k)=\boldsymbol\epsilon\cdot\mathbf P$. This answers your question about the matrix element: it is the same with and without recoil.

**The denominator.** Let $D$ be the energy of the one-photon state minus that of the vacuum state. In the dipole model the kinetic energy is unchanged, so $D=\hbar ck$. In the full model

$$D=\frac{(\mathbf P-\hbar\mathbf k)^2}{2m}+\hbar ck-\frac{P^2}{2m}
=\hbar ck+\frac{\hbar^2k^2}{2m}-\frac{\hbar\mathbf k\cdot\mathbf P}{m}.$$

Since $D\ge\hbar k(c-P/m)$, it is positive for $P<mc$, and the electron cannot emit a real photon.

We need $\Delta E$ only to order $P^2$, and $|M|^2$ already contains two powers of $P$. The last term of $D$ may therefore be dropped. Relative to the other two it is at most $P/mc$ for every $k$, so this is safe over the whole integration range. To obtain $\Delta E$ to order $P^2$ it is therefore enough to use

$$D=\frac{\hbar ck}{R(k)},\qquad
R=1\ \ (\text{dipole}),\qquad
R=\frac1{1+\hbar k/2mc}\ \ (\text{recoil}).$$

### Carrying out the sum

For a fixed photon direction, the two polarization vectors and $\hat{\mathbf k}$ form an orthonormal basis. Hence

$$\sum_\lambda(\boldsymbol\epsilon\cdot\mathbf P)^2=P^2-(\hat{\mathbf k}\cdot\mathbf P)^2=P^2\sin^2\theta,
\qquad \int d\Omega\,\sin^2\theta=\frac{8\pi}{3}.$$

The second-order energy $-\sum|M|^2/D$ becomes

$$\Delta E=-\frac{e^2}{m^2}\,\frac1{(2\pi)^3}\,\frac{8\pi P^2}{3}\int_0^K k^2dk\;\frac{\hbar}{2\varepsilon_0ck}\;\frac{R(k)}{\hbar ck}
=-\frac{e^2P^2}{6\pi^2\varepsilon_0m^2c^2}\int_0^KR(k)\,dk .$$

The factor $k^2$ from phase space is cancelled by $1/k$ from the squared field amplitude and $1/k$ from the denominator. The integrand is thus finite at $k=0$, and the mass shift needs no lower cutoff. The probability of finding a photon has one more power of $D$ below. For $P\neq0$ it behaves as $\int dk/k$ at small $k$ and does diverge, although the energy does not.

Insert $e^2=4\pi\varepsilon_0\hbar c\,\alpha$ and separate the factor $P^2/2m$:

$$\Delta E=-\frac{P^2}{2m}\left[\frac{4\alpha\hbar}{3\pi mc}\int_0^KR(k)\,dk\right].$$

The bracket is $\eta=\delta m/m$, so

$$\delta m=\frac{4\alpha\hbar}{3\pi c}\int_0^KR(k)\,dk .$$

**Dipole approximation.** With $R=1$ the integral is $K=\Lambda/\hbar c$, and

$$\delta m_{\rm dip}=\frac{4\alpha\Lambda}{3\pi c^2}.$$

**Recoil kept.** Substitute $x=\hbar k/2mc$, so that $dk=(2mc/\hbar)\,dx$. The upper limit becomes $\hbar K/2mc=\Lambda/2mc^2$:

$$\int_0^K\frac{dk}{1+\hbar k/2mc}=\frac{2mc}{\hbar}\ln\!\left(1+\frac{\Lambda}{2mc^2}\right),$$

$$\delta m_{\rm rec}=\frac{8\alpha}{3\pi}\,m\ln\!\left(1+\frac{\Lambda}{2mc^2}\right)+O(\alpha^2)\quad\text{at fixed }\Lambda .$$

With $\hbar=c=1$ the first reads $4\alpha\Lambda/3\pi$ and the second contains $\ln(1+\Lambda/2m)$.

### Why the dipole result holds beyond first order

The dipole Hamiltonian is quadratic in the field, so its ground energy can be found without perturbation theory. Introduce for each mode the oscillator coordinate $q=\sqrt{\hbar/2\omega}\,(a+a^\dagger)$ and its conjugate momentum $\pi$. Up to a constant,

$$H_{\rm dip}=\frac{(\mathbf P-e\mathbf A)^2}{2m}+\frac12\sum(\pi^2+\omega^2q^2),\qquad
\mathbf A=\sum\frac{\boldsymbol\epsilon\,q}{\sqrt{\varepsilon_0V}} .$$

Write $q=\bar q+\xi$, where $\bar q$ minimizes the part without $\pi$. The terms linear in $\xi$ vanish at the minimum. The terms quadratic in $\xi$ do not contain $\mathbf P$, so their zero-point energy is a constant. All dependence on $\mathbf P$ sits in the classical minimum.

Let $\mathbf v=(\mathbf P-e\bar{\mathbf A})/m$. Setting the derivative with respect to each $q$ to zero gives

$$\omega^2\bar q=\frac{e}{\sqrt{\varepsilon_0V}}\,\boldsymbol\epsilon\cdot\mathbf v .$$

Put this into $\mathbf A$. By isotropy the sum over directions and polarizations is again $(8\pi/3)\mathbf v$:

$$e\bar{\mathbf A}=\frac{e^2}{\varepsilon_0V}\sum\frac{\boldsymbol\epsilon(\boldsymbol\epsilon\cdot\mathbf v)}{\omega^2}
=\frac{e^2}{\varepsilon_0c^2}\,\frac{1}{(2\pi)^3}\,\frac{8\pi}{3}\,K\,\mathbf v
=\frac{4\alpha\Lambda}{3\pi c^2}\,\mathbf v=\delta m_{\rm dip}\,\mathbf v .$$

Hence $\mathbf P=m\mathbf v+e\bar{\mathbf A}=(m+\delta m_{\rm dip})\mathbf v$. The moving charge drags along a field that carries part of the canonical momentum. For the energy, the stationarity condition gives $\sum\omega^2\bar q^2=e\bar{\mathbf A}\cdot\mathbf v=\delta m_{\rm dip}v^2$, so the minimum is

$$\frac{mv^2}2+\frac{\delta m_{\rm dip}v^2}{2}=\frac{P^2}{2(m+\delta m_{\rm dip})}.$$

The added mass is the first-order value, with no further terms in $\alpha$. This argument does not carry over to the recoil model, because there $\mathbf P_f$ is quadratic in the field operators and its square is quartic.

A strongly coupled example shows the difference from plain second-order theory. Take two modes with frequencies 1 and 2, both polarized along $\mathbf P$, in units $\hbar=c=m=1$ with $\mathbf A=\sum\boldsymbol\epsilon q$ and charge 0.8. The added mass is $0.8^2(1+\tfrac14)=0.8$. Diagonalization gives a mass of 1.800000, as predicted. Stopping the inverse mass at order $e^2$ would give $1-0.8=0.2$, a mass of 5.

### Small and large cutoffs

For $\Lambda\ll mc^2$, use $\ln(1+x)=x-x^2/2+\dots$ with $x=\Lambda/2mc^2$:

$$\frac{\delta m_{\rm rec}}{\delta m_{\rm dip}}=\frac{\ln(1+x)}{x}=1-\frac{\Lambda}{4mc^2}+\dots$$

The dipole formula is the low-cutoff limit of the other. Recoil lowers the shift because it makes the intermediate state more costly.

This correction belongs to the given Hamiltonian only. Relativistic kinematics adds the term $-[(\mathbf p-e\mathbf A)^2]^2/8m^3c^2$. Its vacuum mean at order $e^2P^2$ contains $e^2\big(2P^2\langle\mathbf A^2\rangle+4\langle(\mathbf P\cdot\mathbf A)^2\rangle\big)=\tfrac{10}{3}P^2e^2\langle\mathbf A^2\rangle$. With $e^2\langle\mathbf A^2\rangle=\alpha\Lambda^2/\pi c^2$ this gives $\eta=5\alpha\Lambda^2/(6\pi m^2c^4)$, which is $+5\Lambda/8mc^2$ relative to $\delta m_{\rm dip}$. That is the same order as the recoil correction, larger in size and opposite in sign. So even at small cutoffs the recoil formula is not a better estimate for a relativistic charge than the dipole one.

For $\Lambda\gg2mc^2$, the recoil result tends to $(8\alpha/3\pi)\,m\ln(\Lambda/2mc^2)$. The recoil energy $\hbar^2k^2/2m$ equals the photon energy $\hbar ck$ at $\hbar k=2mc$. Well above that point $R$ falls as $1/k$, and linear growth turns into logarithmic growth.

This crossover lies outside the physical range of the model. An electron that recoils with $\hbar k=2mc$ would have the Newtonian speed $2c$. The logarithm is the correct first-order term for this Hamiltonian, but it does not settle how the full mass grows with $\Lambda$ at fixed $\alpha$. At order $\alpha^2$, for example, the $A^2$ term creates pairs of photons, and their contribution to $\delta m$ grows as $\sqrt\Lambda$, faster than the logarithm. In any case, at such cutoffs a real electron needs relativistic kinematics, spin and electron-positron pairs.

### Numbers for the electron mass

Insert the electron mass for $m$, with $mc^2=511.0$ keV, and choose $\Lambda=mc^2$. This cutoff is already at the edge of the nonrelativistic range, so the values compare the two treatments and do not predict a measurable shift. In the dipole approximation

$$\frac{\delta m_{\rm dip}}m=\frac{4\alpha}{3\pi}=3.097\times10^{-3},\qquad
\delta m_{\rm dip}c^2=3.097\times10^{-3}\times511.0\ \text{keV}=1.583\ \text{keV}.$$

With recoil, $\ln(1+\tfrac12)=0.4055$, and

$$\frac{\delta m_{\rm rec}}m=6.194\times10^{-3}\times0.4055=2.512\times10^{-3},\qquad
\delta m_{\rm rec}c^2=1.283\ \text{keV}.$$

In SI units the shifts are $2.821\times10^{-33}$ kg and $2.288\times10^{-33}$ kg. Recoil thus removes about 19% of the dipole value.

The dependence on the cutoff is:

| $\Lambda/mc^2$ | dipole $\delta m/m$ | recoil $\delta m/m$ | ratio |
|---:|---:|---:|---:|
| 0.01 | $3.097\times10^{-5}$ | $3.089\times10^{-5}$ | 0.998 |
| 0.1 | $3.097\times10^{-4}$ | $3.022\times10^{-4}$ | 0.976 |
| 1 | $3.097\times10^{-3}$ | $2.512\times10^{-3}$ | 0.811 |
| 10 | $3.097\times10^{-2}$ | $1.110\times10^{-2}$ | 0.358 |
| 100 | $0.3097$ | $2.435\times10^{-2}$ | 0.079 |

At $\Lambda=0.1\,mc^2$ the dipole formula is 2.5% above the recoil result, in line with the estimate $\Lambda/4mc^2$. The ratio column describes the nonrelativistic model alone in every row, since the neglected relativistic term is of the same order as recoil; the last two rows lie wholly outside its physical range. The dipole shift would equal the inserted mass at $\Lambda\approx323\,mc^2$.

The $A^2$ constant at $\Lambda=mc^2$ is 0.593 keV. At order $\alpha$ it is the whole energy shift at $P=0$, since the second-order term vanishes there. It differs from $\delta m_{\rm rec}c^2=1.283$ keV. In a Lorentz-invariant theory the shift of the rest energy would have to equal $\delta m\,c^2$. This Hamiltonian with its cutoff is not Lorentz invariant: the constant grows as $\Lambda^2$ and $\delta m_{\rm rec}$ as a logarithm, so for $\Lambda>0$ they agree only by accident, near $\Lambda\approx1.9\,mc^2$.

The numerical output also contains a check of the recoil denominator that does not use the perturbation sum. A Hamiltonian with four discrete modes and weak coupling was diagonalized, and the drop of the inverse mass divided by $e^2$ came out as 0.57505. The sum with the recoil denominator gives 0.57508, while the dipole denominator would give 1.069.

## Values computed for the example and the checks

```
fine-structure constant alpha = 0.00729735
electron rest energy m c^2 = 510.999 keV
4 alpha/(3 pi) = 3.097093e-03
8 alpha/(3 pi) = 6.194185e-03
Main case Lambda = m c^2:
  ln(1 + Lambda/(2 m c^2)) = 0.405465
  dipole delta_m/m = 3.097093e-03
  recoil delta_m/m = 2.511526e-03
  dipole delta_m c^2 = 1.5826 keV
  recoil delta_m c^2 = 1.2834 keV
  dipole delta_m = 2.8213e-33 kg
  recoil delta_m = 2.2878e-33 kg
  recoil/dipole = 0.8109
  A^2 energy constant = 0.5935 keV
Lambda/mc^2 | dipole dm/m, recoil dm/m (quadrature) | recoil dm/m (formula) | recoil/dipole
    0.01 | 3.09709e-05, 3.08938e-05 | 3.08938e-05 | 0.9975
    0.10 | 3.09709e-04, 3.02215e-04 | 3.02215e-04 | 0.9758
    1.00 | 3.09709e-03, 2.51153e-03 | 2.51153e-03 | 0.8109
   10.00 | 3.09709e-02, 1.10985e-02 | 1.10985e-02 | 0.3584
  100.00 | 3.09709e-01, 2.43545e-02 | 2.43545e-02 | 0.0786
(1 - recoil/dipole)/(Lambda/mc^2) at 0.01 = 0.2491
dipole delta_m = m at Lambda/mc^2 = 322.9
Two-mode dipole model, strong coupling (hbar = c = m = 1):
  charge = 0.8, mode frequencies = 1 and 2
  predicted mass 1 + S = 1.800000
  mass from diagonalization = 1.800000
Four-mode recoil model, (1 - 1/m_eff)/e^2 (hbar = c = m = 1):
  charge = 0.01
  diagonalization = 0.57505
  sum with recoil denominator = 0.57508
  sum with dipole denominator = 1.06889
  E(0)/e^2: diagonalization = 0.58332, A^2 mean = 0.58333
```
